\section*{The AH2 Walsh diagram in a minimal one-electron model}

\section{Problem}

A molecule AH$_2$ has two equal A--H bonds of fixed length and a bond angle $\theta$ between $90^\circ$ and $180^\circ$. Its valence electrons move in six orthonormal orbitals: $s,p_x,p_y,p_z$ on A, and $h_1,h_2$, the $1s$ orbitals of the two hydrogens. The one-electron Hamiltonian $H$ is specified as follows.

\begin{itemize}
\item The $p$ and hydrogen levels lie at energy zero, and the $s$ level lies at $-a$ with $a>0$.
\item The matrix element between $s$ and each hydrogen orbital is $-1$. So is the element between a hydrogen orbital and a $p$ orbital pointing at it. The unit of energy is thus the size $|\beta|$ of this coupling.
\item The two hydrogens are not coupled to each other.
\end{itemize}

The total energy is taken as the sum of the energies of the occupied orbitals, each counted once per electron. The same parameters are used for every atom A, so that the molecules differ in electron count alone.

\begin{enumerate}
\item[(a)] How does each occupied level move when the molecule bends?
\item[(b)] Which of BeH$_2$, BH$_2$, CH$_2$ and H$_2$O are linear and which are bent? Does the angle of methylene, CH$_2$, depend on whether it is a singlet or a triplet?
\item[(c)] What are the angles for $a=2$?
\end{enumerate}

\section{First estimate by scaling}

Let the molecule lie in the $yz$ plane with $z$ along the bisector of the angle. The hydrogens then lie in the directions $(0,\pm\sin\frac\theta2,\cos\frac\theta2)$. A $p$ orbital couples to a hydrogen in proportion to the cosine of the angle between its axis and the bond. With $h_\pm=(h_1\pm h_2)/\sqrt2$, the nonzero couplings are
\begin{align}
\langle s|H|h_+\rangle&=\frac{-1-1}{\sqrt2}=-\sqrt2,\\
\langle p_z|H|h_+\rangle&=\frac{-2\cos(\theta/2)}{\sqrt2}=-\sqrt2\cos\frac\theta2,\\
\langle p_y|H|h_-\rangle&=\frac{-\sin(\theta/2)-\sin(\theta/2)}{\sqrt2}=-\sqrt2\sin\frac\theta2 .
\end{align}
The orbitals $s,p_z,h_+$ have symmetry $a_1$, and $p_y,h_-$ have symmetry $b_2$. The orbital $p_x$ has symmetry $b_1$; it is perpendicular to the plane, couples to nothing and stays at zero.

Suppose that the $s$ level is deep, $a\gg1$. Its coupling to $h_+$ has size $\sqrt2$ across a gap $a$, so it shifts levels by about $(\sqrt2)^2/a=2/a$, which is small compared with the couplings themselves, except near the linear shape, where the $p_z$--$h_+$ coupling vanishes. To leading order $s$ is a spectator holding two electrons. What remains is two pairs of degenerate levels, and each pair splits by plus and minus its coupling. The lower members are
\begin{equation}
E(1b_2)\approx-\sqrt2\sin\frac\theta2,\qquad E(2a_1)\approx-\sqrt2\cos\frac\theta2 .
\end{equation}
With two electrons in $1b_2$ and $n$ in $2a_1$, the part of the energy that depends on the angle is
\begin{equation}
-\sqrt2\left(2\sin\frac\theta2+n\cos\frac\theta2\right)
=-\sqrt2\,\sqrt{4+n^2}\,\cos\left(\frac\theta2-\varphi_n\right),\qquad \tan\varphi_n=\frac2n .
\end{equation}
The minimum is at $\theta=2\varphi_n$. This gives $180^\circ$ for $n=0$, $126.9^\circ$ for $n=1$ and $90^\circ$ for $n=2$. The energy needed to straighten the molecule is estimated as $\sqrt2(\sqrt{4+n^2}-2)$, which is $0.33$ for $n=1$ and $1.17$ for $n=2$.

The estimate describes a competition: $1b_2$ bonds best in the linear shape, while $2a_1$ bonds only if the molecule bends. It is uncertain for $a=2$, where $2/a$ is as large as the coupling unit.

\section{Exact solution}

\subsection{Levels and their order}

Use the variable $x=\cos^2(\theta/2)$, which grows from $0$ in the linear shape to $\frac12$ at $90^\circ$. The $b_2$ pair has energies $\mp\sqrt{2(1-x)}$. An $a_1$ orbital $c_s s+c_p p_z+c_h h_+$ of energy $E$ obeys
\begin{align}
-a\,c_s-\sqrt2\,c_h&=E\,c_s,\\
-\sqrt{2x}\,c_h&=E\,c_p,\\
-\sqrt2\,c_s-\sqrt{2x}\,c_p&=E\,c_h .
\end{align}
For $x>0$ neither $E=0$ nor $E=-a$ is possible, since either value forces all three coefficients to vanish. The first two equations therefore give
\begin{equation}
c_s=-\frac{\sqrt2\,c_h}{E+a},\qquad c_p=-\frac{\sqrt{2x}\,c_h}{E}. \label{coef}
\end{equation}
Inserting these in the third and dividing by $c_h$,
\begin{equation}
\frac{2}{E+a}+\frac{2x}{E}=E. \label{sec}
\end{equation}
Multiplication by $E(E+a)$ and rearrangement lead to
\begin{equation}
P(E)\equiv(E+a)(E^2-2x)-2E=0, \label{cubic}
\end{equation}
which also holds at $x=0$, where $E=0$ is the uncoupled $p_z$ orbital.

The signs of $P$ locate the three roots. For $x>0$, $P$ is negative at large negative $E$, equals $2a>0$ at $E=-a$, equals $-2ax<0$ at $E=0$, and is positive at large positive $E$. Hence
\begin{equation}
E_1<-a<E_2<0<E_3 .
\end{equation}
Here $E_1$ is $1a_1$ and $E_2$ is $2a_1$. To place $1b_2$, set $b=\sqrt{2(1-x)}$, so that $b^2-2x=2-4x$ and $2-b^2+2x=4x$. Then
\begin{equation}
P(-b)=(a-b)(b^2-2x)+2b=a(2-4x)+4xb>0 ,
\end{equation}
and since $P$ is positive at a negative energy only between $E_1$ and $E_2$, the order in a bent molecule is $1a_1<1b_2<2a_1<1b_1$. In the linear shape the last two are degenerate at zero.

The valence electron counts are four for BeH$_2$, five for BH$_2$, six for CH$_2$ and eight for H$_2$O. Four electrons fill $1a_1$ and $1b_2$. The rest go as follows:
\begin{center}
\begin{tabular}{lcc}
molecule & $2a_1$ occupation $n$ & $1b_1$ occupation\\
BeH$_2$ & 0 & 0\\
BH$_2$ & 1 & 0\\
CH$_2$, triplet & 1 & 1\\
CH$_2$, closed-shell singlet & 2 & 0\\
H$_2$O & 2 & 2
\end{tabular}
\end{center}
Since $1b_1$ does not move with the angle, the shape in this model depends on $n$ alone.

\subsection{How the levels move}

The change of a level is the expectation value of the change of $H$. In the $a_1$ block the angle enters through the element $-\sqrt{2x}$, whose derivative is $-1/\sqrt{2x}$. It occurs twice in the expectation value, so with (\ref{coef})
\begin{equation}
\frac{dE}{dx}=-\frac{2c_hc_p}{\sqrt{2x}}=\frac{2c_h^2}{E}. \label{slope}
\end{equation}
This is negative for $1a_1$ and $2a_1$. For $1b_2$, differentiation of $-\sqrt{2(1-x)}$ gives $+1/\sqrt{2(1-x)}$. Bending therefore lowers $1a_1$ and $2a_1$, raises $1b_2$ and leaves $1b_1$ where it is, which answers (a). For $a=2$ the levels are
\begin{center}
\begin{tabular}{rrrrr}
$\theta$ & $1a_1$ & $1b_2$ & $2a_1$ & $1b_1$\\
$180^\circ$ & $-2.732$ & $-1.414$ & $0.000$ & $0$\\
$150^\circ$ & $-2.742$ & $-1.366$ & $-0.114$ & $0$\\
$120^\circ$ & $-2.772$ & $-1.225$ & $-0.328$ & $0$\\
$90^\circ$ & $-2.814$ & $-1.000$ & $-0.529$ & $0$
\end{tabular}
\end{center}

\subsection{Is the linear shape stable?}

Expanding (\ref{cubic}) gives $E^3+aE^2-(2+2x)E-2ax=0$. Differentiating with respect to $x$ and solving for $E'=dE/dx$,
\begin{equation}
E'=\frac{2(E+a)}{3E^2+2aE-2-2x}. \label{implicit}
\end{equation}
At $x=0$ the root $E_2=0$ has $E_2'=2a/(-2)=-a$. The other two obey $E^2+aE=2$, so
\begin{equation}
E_1=-\frac{R+a}2,\qquad E_3=\frac{R-a}2,\qquad R=\sqrt{a^2+8}.
\end{equation}
For these, $E+a=2/E$. Replacing the $2$ in the denominator of (\ref{implicit}) by $E^2+aE$ turns it into $2E^2+aE=E(2E+a)$, and $2E_1+a=-R$. With $E_1E_3=-2$ this gives
\begin{equation}
E_1'=\frac{4}{E_1^2(-R)}=-\frac{E_3^2}{R}.
\end{equation}
The slope of the total energy at the linear shape is the sum over electrons,
\begin{equation}
S_n=2E_1'+nE_2'+\frac{2}{\sqrt2}=\sqrt2-\frac{2E_3^2}{R}-na .
\end{equation}
Since $E_3^2=(R^2-2aR+a^2)/4=(a^2+4-aR)/2$, this becomes
\begin{equation}
S_n=\sqrt2-\frac{a^2+4}{R}+(1-n)a. \label{S}
\end{equation}
For a small bend $\delta=\pi-\theta$ (in radians), $x=\sin^2(\delta/2)\approx\delta^2/4$, so the energy changes by $S_n\delta^2/4$ to leading order. For $n=1$ and $a=2$ this is accurate to 2\% at a bend of $5^\circ$ but overstates the change by about 60\% at $30^\circ$, and the range narrows as $a$ grows. A negative $S_n$ means that the linear shape is an energy maximum along the bend.

For $n=1$, $S_1<0$ requires $(a^2+4)^2>2(a^2+8)$. The difference of the two sides is $a^4+6a^2$, which is positive. For $n=2$, $S_2=S_1-a$ is lower still. Both occupations therefore give bent molecules for every $a>0$.

For $n=0$ the linear shape is the minimum over the whole range of angles, as a bound on the gain of $1a_1$ shows. Normalization with (\ref{coef}) reads
\begin{equation}
c_h^2\left[1+\frac{2}{(E+a)^2}+\frac{2x}{E^2}\right]=1 .
\end{equation}
For $1a_1$ both $E$ and $E+a$ are negative, and $|E+a|<|E|$. Dividing (\ref{sec}) by $E$ gives $2/[E(E+a)]+2x/E^2=1$. The second term in the bracket exceeds $2/[E(E+a)]$, so the bracket exceeds $2$ and $c_h^2<\frac12$. Moreover $|E_1|$ is $(R+a)/2>\sqrt2$ at $x=0$ and grows with $x$. By (\ref{slope}), $|E_1'|<1/\sqrt2$, while $1b_2$ rises with slope $1/\sqrt{2(1-x)}\ge1/\sqrt2$. The sum rises throughout the bend.

The angle is smaller for $n=2$ than for $n=1$. The second $2a_1$ electron adds $E_2(x)$, which falls with $x$. At the $n=1$ minimum the total slope is then negative, and at every smaller $x$ the energy is higher than at that point, so the new minimum lies at larger $x$.

This answers (b): BeH$_2$ is linear, the others are bent, and the closed-shell singlet of methylene has a smaller angle than the triplet. The occupation decides this and the spin does not: the open-shell singlet with one electron each in $2a_1$ and $1b_1$ has $n=1$ and, in this model, the same angle as the triplet.

\subsection{Angles for $a=2$}

Here $R=\sqrt{12}=3.464$ and $(a^2+4)/R=8/3.464=2.309$, so (\ref{S}) gives
\begin{align}
S_0&=1.414-2.309+2=1.105,\\
S_1&=1.414-2.309=-0.895,\\
S_2&=1.414-2.309-2=-2.895 .
\end{align}
The minimum of a bent molecule satisfies
\begin{equation}
2E_1'+nE_2'+\frac{2}{\sqrt{2(1-x)}}=0, \label{stat}
\end{equation}
with slopes from (\ref{implicit}). For $n=2$ it simplifies: the roots of the cubic add up to $-a$, so $E_1'+E_2'=-E_3'$ and the condition is $E_3'=1/\sqrt{2(1-x)}$. Numerical solution, with $\theta=2\arccos\sqrt x$, gives
\begin{align}
n=1:&\quad x=0.138,\quad \theta=136.5^\circ,\\
n=2:&\quad x=0.416,\quad \theta=99.7^\circ .
\end{align}
A direct search for the lowest energy of the full $6\times6$ matrix finds the same angles. Straightening the molecule costs $0.049$ for $n=1$ and $0.405$ for $n=2$.

\section{Comparison}

The estimate and the exact solution agree on which molecules bend and on the order of the angles. The angles themselves depend on the $s$--$p$ gap:
\begin{center}
\begin{tabular}{lrr}
$a$ & $n=1$ & $n=2$\\
0.5 & $158.5^\circ$ & $123.4^\circ$\\
1 & $146.4^\circ$ & $110.2^\circ$\\
2 & $136.5^\circ$ & $99.7^\circ$\\
4 & $130.7^\circ$ & $93.6^\circ$\\
estimate, $a\to\infty$ & $126.9^\circ$ & $90.0^\circ$
\end{tabular}
\end{center}
At $a=2$ the estimate is about $10^\circ$ too small in both cases. It does worse for the straightening energies, which it overstates by a factor of about 3 for $n=2$ and about 7 for $n=1$.

The main reason lies in $2a_1$. The estimate leaves $h_+$ degenerate with $p_z$, so that $2a_1$ falls as $-\sqrt{2x}$ from the start of the bend. In the exact solution $s$ pushes $h_+$ up, to $E_3=0.732$ in the linear shape for $a=2$. The $p_z$ orbital must then mix across a gap, and $2a_1$ begins to fall as $-ax$. At $90^\circ$ it has reached $-0.53$ instead of the estimated $-1$. The driving force for bending is weaker, and the angle wider. This change alone would overshoot: with the exact $2a_1$ but $1a_1$ held fixed, the angles for $a=2$ would be about $149^\circ$ and $111^\circ$. The fall of $1a_1$, which the estimate also leaves out, favours bending and brings them back to $136.5^\circ$ and $99.7^\circ$.

In the opposite limit, $a=0$, the estimate fails for both $n=1$ and $n=2$. Equation (\ref{cubic}) becomes $E(E^2-2x-2)=0$, so $2a_1$ stays at zero and the total energy is $-2\sqrt2\,(\sqrt{1+x}+\sqrt{1-x})$ for every $n$. The square of the bracket is $2+2\sqrt{1-x^2}$, largest at $x=0$: all the molecules would be linear. For $a\ge0$, then, a bent shape in this model needs both an electron in $2a_1$ and a nonzero gap $a$.

Hartree--Fock calculations in the 6-31G** basis, unrestricted for the open shells, show how far the pattern carries over to the real molecules. The bond lengths were fixed at round values.
\begin{center}
\begin{tabular}{lccc}
molecule & bond length (\AA) & Hartree--Fock & model, $a=2$\\
BH$_2$ & 1.2 & $127^\circ$ & $136.5^\circ$\\
CH$_2$, triplet & 1.1 & $130^\circ$ & $136.5^\circ$\\
CH$_2$, closed-shell singlet & 1.1 & $103^\circ$ & $99.7^\circ$\\
H$_2$O & 1.0 & $104^\circ$ & $99.7^\circ$
\end{tabular}
\end{center}
For BeH$_2$ at 1.3~\AA, the linear shape is the lowest of five angles computed, and bending to $120^\circ$ costs 0.91~eV. These values are not converged to the last digit. The cc-pVTZ basis moves the angles by up to $0.8^\circ$ and lowers the BeH$_2$ energy to about 0.89~eV. MP2 correlation in 6-31G** moves the angles by up to $2^\circ$ and gives 0.87~eV, and an O--H length of 0.96~\AA\ opens H$_2$O by $1.4^\circ$. The fixed $1b_1$ level is a feature of the model: in Hartree--Fock H$_2$O it falls by 1.2~eV between the linear shape and $90^\circ$, while the level corresponding to $2a_1$ falls by 3.7~eV. The molecules fall into the groups set by $n$, with deviations from the model of up to $10^\circ$. The large-gap value $126.9^\circ$ happens to lie close to the BH$_2$ result, but the same limit misses H$_2$O by $14^\circ$, so this is no evidence for a large gap.

Two limits of the model matter for its use. First, it cannot say which state of methylene is lower. Moving an electron from $1b_1$ to $2a_1$ lowers the orbital sum at every bent angle, so the model favours the closed-shell singlet for every $a>0$. Electron repulsion is missing: both the extra Coulomb repulsion of two electrons in one orbital and the exchange energy that favours parallel spins. With the Hartree--Fock orbitals of the triplet at $125^\circ$ these are about 2.7 and 1.2~eV.

Second, the proof for $n=0$ relies on equal couplings. Let the $s$--H and $p$--H couplings have sizes $\beta_s$ and $\beta_p$, and take $a=0$. The energy of four electrons is then $-2\sqrt{2\beta_s^2+2\beta_p^2x}-2\beta_p\sqrt{2(1-x)}$, with slope $\sqrt2\,\beta_p(1-\beta_p/\beta_s)$ at $x=0$. If $\beta_p>\beta_s$ this is negative, and by continuity it remains so for a small enough gap. The linear shape of a four-electron AH$_2$ thus follows from the electron count together with a sufficient $s$--H coupling or $s$--$p$ gap, and not from the count alone.

\section*{Table of computed values}
\begin{verbatim}
s-p gap a = 2.0 |beta|
Levels in |beta|: angle/deg, x, 1a1, 1b2, 2a1, 1b1
 180 0.0000  -2.7321  -1.4142   0.0000   0.0000
 150 0.0670  -2.7425  -1.3660  -0.1141   0.0000
 120 0.2500  -2.7718  -1.2247  -0.3280   0.0000
  90 0.5000  -2.8136  -1.0000  -0.5293   0.0000
Total energy in |beta|: angle/deg, n=0, n=1, n=2
 180   -8.2925   -8.2925   -8.2925
 150   -8.2170   -8.3311   -8.4452
 120   -7.9931   -8.3211   -8.6491
  90   -7.6272   -8.1565   -8.6858
R = 3.4641 |beta|
linear a1 roots E1, E3 = -2.7321, 0.7321 |beta|
slope of 1a1 at linear = -0.1547 |beta|
slope of 2a1 at linear = -2.0000 |beta|
slope of 1b2 at linear = 0.7071 |beta|
S_0 = 1.1048 |beta|
S_1 = -0.8952 |beta|
S_2 = -2.8952 |beta|
n=1: x at minimum = 0.1376, barrier to linear = 0.0493 |beta|
n=2: x at minimum = 0.4160, barrier to linear = 0.4051 |beta|
model angle BeH2: 180.0 deg
model angle BH2: 136.5 deg
model angle CH2 triplet: 136.5 deg
model angle CH2 singlet: 99.7 deg
model angle H2O: 99.7 deg
Angles in deg for other gaps: a/|beta|, n=1, n=2
0.5 158.5 123.4
1.0 146.4 110.2
4.0 130.7 93.6
large-gap limit, n=1: 126.9 deg
large-gap check a=1000, n=2: 90.0 deg
Hartree-Fock/6-31G**: bond length, angle
BH2: 1.2 angstrom, 126.5 deg
CH2 triplet: 1.1 angstrom, 130.4 deg
CH2 singlet: 1.1 angstrom, 102.9 deg
H2O: 1.0 angstrom, 104.0 deg
BeH2: 1.3 angstrom, lowest at 180 deg of 5 angles
BeH2 E(170)-E(180) = 0.024 eV
BeH2 E(150)-E(180) = 0.219 eV
BeH2 E(120)-E(180) = 0.913 eV
BeH2 E(90)-E(180) = 2.223 eV
\end{verbatim}
